# The Morse oscillator: Laguerre solution, quadratic levels and the bound-state count: test program

```python
# Morse oscillator V = D (1 - exp(-a x))^2, x = r - re on the whole line, reduced mass mu, J = 0.
# Symbols: B = hbar^2 a^2/(2 mu), lam = sqrt(2 mu D)/(a hbar), z = a x, y = 2 lam exp(-z),
#          s = lam - v - 1/2, L = generalized Laguerre polynomial.
# Result under test: E_v = we (v+1/2) - B (v+1/2)^2 with we = 2D/lam, for integers 0 <= v < lam - 1/2
# (count ceil(lam - 1/2), none if lam <= 1/2), psi_v = N y^s exp(-y/2) L_v^(2s)(y),
# N^2 = 2 s a v!/Gamma(2 lam - v). A hard wall at r = 0 shifts the levels upward.
# Units: cm^-1, angstrom, atomic mass unit.
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as C
from scipy.special import eval_genlaguerre, gammaln, gamma
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

mp.mp.dps = 200

# ---- symbolic: reduction to Kummer's equation (1, y, y^2 fix a second-order operator)
z = sp.symbols('z', real=True)
L, s, Y, al = sp.symbols('L s Y al', positive=True)
pref = sp.exp(-s*z - L*sp.exp(-z))
for k in range(3):
    w = Y**k
    psi = pref*w.subs(Y, 2*L*sp.exp(-z))
    schr = (-sp.diff(psi, z, 2) + (L**2*((1 - sp.exp(-z))**2 - 1) + s**2)*psi)/pref
    kum = -Y*(Y*sp.diff(w, Y, 2) + (2*s + 1 - Y)*sp.diff(w, Y) + (L - s - sp.Rational(1, 2))*w)
    assert sp.simplify(sp.expand(schr - kum.subs(Y, 2*L*sp.exp(-z)))) == 0

# ---- symbolic: recursion solves the equation, gives Laguerre; Rodrigues; sum identity
for v in range(5):
    c, poly = sp.Integer(1), sp.Integer(0)
    for k in range(v + 1):
        poly += c*Y**k
        c = c*(k - v)/((k + 1)*(k + al + 1))
    assert sp.cancel(sp.together(Y*sp.diff(poly, Y, 2) + (al + 1 - Y)*sp.diff(poly, Y) + v*poly)) == 0
    lag = sp.expand(sp.assoc_laguerre(v, al, Y))
    assert sp.cancel(sp.together(lag - lag.subs(Y, 0)*poly)) == 0
    f = Y**(v + al)*sp.exp(-Y)
    for _ in range(v):
        f = sp.diff(f, Y)
    assert sp.simplify(sp.expand(f*Y**(-al)*sp.exp(Y)/sp.factorial(v)) - lag) == 0
    assert sp.expand(sum(sp.assoc_laguerre(k, al - 1, Y) for k in range(v + 1)) - lag) == 0

# ---- Laguerre orthogonality by quadrature and the telescoping Gamma sum
alpha = 1.7
for j in range(4):
    for k in range(4):
        val = quad(lambda t: t**(alpha - 1)*np.exp(-t)*eval_genlaguerre(j, alpha - 1, t)
                   * eval_genlaguerre(k, alpha - 1, t), 0, 80, limit=200)[0]
        assert abs(val - (j == k)*gamma(k + alpha)/math.factorial(k)) < 1e-6
for v in range(8):
    total = sum(gamma(k + alpha)/math.factorial(k) for k in range(v + 1))
    assert abs(total/(gamma(v + alpha + 1)/(alpha*math.factorial(v))) - 1) < 1e-12


def series(nu, s_, y):
    """Explicit sum of the power series w(y) with w(0) = 1."""
    nu, s_, y = mp.mpf(nu), mp.mpf(s_), mp.mpf(y)
    term = tot = big = mp.mpf(1)
    k = 0
    while True:
        term *= (k - nu)*y/((k + 1)*(k + 2*s_ + 1))
        tot += term
        big = max(big, abs(term))
        k += 1
        if k > y + abs(nu) and abs(term) < big*mp.mpf(10)**(-150):
            return tot


def ln_psi(nu, s_, y):
    return float(s_*mp.log(y) - mp.mpf(y)/2 + mp.log(abs(series(nu, s_, y))))


# ---- growth when the series does not terminate
nu_t, s_t = 1.3, 1.1
asym = mp.gamma(2*s_t + 1)/mp.gamma(-nu_t)*mp.exp(2000)*mp.mpf(2000)**(-nu_t - 2*s_t - 1)
assert abs(series(nu_t, s_t, 2000)/asym - 1) < 0.01   # next asymptotic term is about 0.5 percent
assert mp.log(abs(series(nu_t, s_t, 400)/series(nu_t, s_t, 200)))/200 > 0.75
assert ln_psi(nu_t, s_t, 100) > 20 and ln_psi(1, s_t, 100) < -20
print(f"s = {s_t}, y = 100: ln|psi| = {ln_psi(nu_t, s_t, 100):.2f} for nu = {nu_t}, "
      f"{ln_psi(1, s_t, 100):.2f} for nu = 1")


def count(lam_):
    return max(0, math.ceil(lam_ - 0.5))


def sinc_grid(x, kin, V):
    """Diagonalize -kin d2/dx2 + V on a uniform sinc grid."""
    d = np.subtract.outer(np.arange(x.size), np.arange(x.size))
    T = np.where(d == 0, np.pi**2/3, 2.0*(1 - 2*(d % 2))/np.maximum(d*d, 1))
    return np.linalg.eigh(kin*T/(x[1] - x[0])**2 + np.diag(V))


def integrate(lam_, s_, z0, z1, start, n):
    """Integrate psi'' = ((V - D)/B + s^2) psi; (V - D)/D = e (e - 2) is free of cancellation."""
    def rhs(t, u):
        e = math.exp(-t)
        return [u[1], (lam_**2*e*(e - 2) + s_**2)*u[0]]
    sol = solve_ivp(rhs, (z0, z1), start, method='DOP853', rtol=1e-11, atol=1e-14,
                    t_eval=np.linspace(z0, z1, n))
    assert sol.success
    return sol.y


def threshold_nodes(lam_):
    """Nodes of the E = D solution that decays into the inner wall, and its final log slope."""
    e0 = 2 + 30/lam_
    u = integrate(lam_, 0.0, -np.log(e0), 45.0, [1.0, lam_*np.sqrt(e0*(e0 - 2))], 20000)
    return int(np.sum(u[0][1:]*np.sign(u[0][:-1]) < 0)), u[1][-1]/u[0][-1]


# ---- count near thresholds (a negative final log slope means one more node further out)
for lam_t in (0.3, 0.495, 0.505, 1.45, 1.55, 2.45, 2.55):
    n, slope = threshold_nodes(lam_t)
    n += int(slope < 0)
    assert n == count(lam_t)
    print(f"lam = {lam_t}: nodes at E = D: {n}, formula count: {count(lam_t)}")
n, slope = threshold_nodes(1.5)
assert n == count(1.5) == 1 and abs(slope) < 1e-6
print(f"lam = 1.5: nodes {n}, |final log slope| rounded = {abs(round(slope, 6)):.6f} (constant tail)")

# ---- shallow well, energies in units of B; visible shift from a wall at a*re = 1
lam_s, are_s = 2.9, 1.0
zz = np.arange(-3.5, 60, 0.1)
Es, _ = sinc_grid(zz, 1.0, lam_s**2*(1 - np.exp(-zz))**2)
assert np.sum(Es < lam_s**2) == count(lam_s)
for v in range(count(lam_s)):
    assert abs(Es[v] - (2*lam_s*(v + .5) - (v + .5)**2)) < 1e-8
s0, y0s = lam_s - 0.5, float(2*lam_s*np.exp(are_s))


def mismatch(s_):
    u = integrate(lam_s, s_, -are_s, 30.0, [0.0, 1.0], 2)
    return (u[1][-1] + s_*u[0][-1])*np.exp(-30*s_)


s_shoot = brentq(mismatch, s0 - 0.3, s0, xtol=1e-12)
s_kummer = brentq(lambda t: float(series(lam_s - t - 0.5, t, y0s)), s0 - 0.3, s0, xtol=1e-12)
assert abs(s_shoot - s_kummer) < 1e-7 and s0 - s_shoot > 1e-4
print(f"lam = {lam_s}: levels / B (grid) = " + ", ".join(f"{e:.4f}" for e in Es[:count(lam_s)]))
print(f"lam = {lam_s}, a re = {are_s}, y0 = {y0s:.3f}: wall shift of v=0 / B = "
      f"{s0**2 - s_kummer**2:.6f} (series), {s0**2 - s_shoot**2:.6f} (shooting)")

# ---- worked example with round model parameters
D, a, mu, re = 40000.0, 2.0, 1.0, 1.0
hc = C.h*C.c*100                      # joule per cm^-1
eV = hc/C.e                           # eV per cm^-1
kin = C.hbar**2/(2*mu*C.atomic_mass*C.angstrom**2)/hc
lam = math.sqrt(2*mu*C.atomic_mass*D*hc)/(a/C.angstrom*C.hbar)
we, B, N = 2*D/lam, D/lam**2, count(lam)
V = lambda x_: D*(1 - np.exp(-a*x_))**2
level = lambda v_: we*(v_ + .5) - B*(v_ + .5)**2
h = 1e-4
curv = (V(h) - 2*V(0.0) + V(-h))/h**2
assert abs(np.sqrt(2*kin*curv)/we - 1) < 1e-6
dx = 0.025
x = np.arange(-0.8, 16.0, dx)
E, vec = sinc_grid(x, kin, V(x))
vs = np.arange(N)
err = np.max(np.abs(E[:N] - level(vs)))
assert err < 1e-5
assert np.sum(E < D) == N and level(N) < D < E[N]
n, slope = threshold_nodes(lam)
assert n + int(slope < 0) == N
assert np.allclose(np.diff(E[:N]), we - 2*B*(vs[:-1] + 1), atol=1e-5, rtol=0)
assert np.allclose(np.diff(E[:N], 2), -2*kin*a*a, atol=1e-5, rtol=0)
B_grid = -(E[2] - 2*E[1] + E[0])/2
we_grid = E[1] - E[0] + 2*B_grid
assert abs(we_grid**2/(4*B_grid)/D - 1) < 1e-7
yy = 2*lam*np.exp(-a*x)
psis = []
for v in range(N):
    sv = lam - v - 0.5
    ln_norm = 0.5*(np.log(2*sv*a) + gammaln(v + 1) - gammaln(2*lam - v))
    psis.append(np.exp(ln_norm + sv*np.log(yy) - yy/2)*eval_genlaguerre(v, 2*sv, yy))
    assert abs(abs(psis[v] @ vec[:, v])*np.sqrt(dx) - 1) < 1e-8
    g = vec[:, v][np.abs(vec[:, v]) > 1e-6]
    assert np.sum(g[1:]*g[:-1] < 0) == v
psis = np.array(psis)
assert np.max(np.abs(psis @ psis.T*dx - np.eye(N))) < 1e-9


def wavenumber_at_threshold(t):
    e = math.exp(-a*t)
    return math.sqrt(max(D*e*(2 - e), 0.0)/kin)


action = quad(wavenumber_at_threshold, -np.log(2)/a, 40, limit=400)[0]/np.pi
assert abs(action/lam - 1) < 1e-6

y0 = 2*lam*math.exp(a*re)
shifts = {}
for v in (0, N - 1):
    sv = mp.mpf(lam) - v - mp.mpf(1)/2
    F = lambda d_: series(v + d_, sv - d_, y0)
    step = mp.mpf(10)**(-30)
    F0 = F(0)
    delta = -F0*step/(F(step) - F0)
    assert abs(F(delta)/F0) < 1e-10            # delta is the root of the wall condition
    shifts[v] = mp.mpf(B)*(sv**2 - (sv - delta)**2)
    assert 0 < shifts[v] < 1e-50

print(f"D = {D:.0f} cm^-1 = {D*eV:.4f} eV; a = {a} 1/angstrom; mu = {mu} u; re = {re} angstrom")
print(f"hbar^2/(2 mu) = {kin:.5f} cm^-1 angstrom^2")
print(f"V''(0) by finite difference = {curv:.0f} cm^-1/angstrom^2")
print(f"B = we xe = {B:.4f} cm^-1; second difference of grid levels = {-2*B_grid:.4f} cm^-1")
print(f"lam = {lam:.4f}; lam - 1/2 = {lam - .5:.4f}; action at E = D over pi hbar = {action:.4f}")
print(f"we = {we:.3f} cm^-1 = {we*eV:.4f} eV; xe = {B/we:.6f}")
print(f"bound states N = {N} (grid count {int(np.sum(E < D))}), top level v = {N - 1}")
for v in (0, 1, 2, 5, 10, N - 2, N - 1):
    print(f"v = {v}: s = {lam - v - .5:.4f}, E formula = {level(v):.3f}, E grid = {E[v]:.3f} cm^-1")
print(f"largest |formula - grid| over all bound levels = {err:.0e} cm^-1")
print(f"grid: {x.size} points, step {dx} angstrom, x from {x[0]:.1f} to {x[-1]:.1f} angstrom")
print(f"zero-point energy = {level(0):.3f} cm^-1 = {level(0)*eV:.4f} eV; we/2 = {we/2:.3f} cm^-1")
fund = level(1) - level(0)
print(f"fundamental = {fund:.3f} cm^-1 = {fund*eV:.4f} eV")
print(f"first overtone = {level(2) - level(0):.3f} cm^-1; last spacing = {level(N-1) - level(N-2):.3f} cm^-1")
print(f"D0 = {D - level(0):.3f} cm^-1 = {(D - level(0))*eV:.4f} eV")
print(f"we^2/(4 we xe) from three grid levels = {we_grid**2/(4*B_grid):.2f} cm^-1")
s_top = lam - N + 0.5
print(f"top level binding = {D - level(N-1):.3f} cm^-1; decay length 1/(a s) = {1/(a*s_top):.4f} angstrom")
print(f"spurious v = {N}: s = {lam - N - .5:.4f}, formula E - D = {level(N) - D:.3f} cm^-1")
print(f"next grid level (box state): E - D = {E[N] - D:.3f} cm^-1")
print(f"at r = 0: V = {V(-re):.4e} cm^-1, y0 = {y0:.2f}")
for v in shifts:
    print(f"wall shift of v = {v}: {mp.nstr(shifts[v], 2)} cm^-1")
print("done: every assertion held")
```

Output:

```
s = 1.1, y = 100: ln|psi| = 34.13 for nu = 1.3, -41.52 for nu = 1
lam = 0.3: nodes at E = D: 0, formula count: 0
lam = 0.495: nodes at E = D: 0, formula count: 0
lam = 0.505: nodes at E = D: 1, formula count: 1
lam = 1.45: nodes at E = D: 1, formula count: 1
lam = 1.55: nodes at E = D: 2, formula count: 2
lam = 2.45: nodes at E = D: 2, formula count: 2
lam = 2.55: nodes at E = D: 3, formula count: 3
lam = 1.5: nodes 1, |final log slope| rounded = 0.000000 (constant tail)
lam = 2.9: levels / B (grid) = 2.6500, 6.4500, 8.2500
lam = 2.9, a re = 1.0, y0 = 15.766: wall shift of v=0 / B = 0.041044 (series), 0.041044 (shooting)
D = 40000 cm^-1 = 4.9594 eV; a = 2.0 1/angstrom; mu = 1.0 u; re = 1.0 angstrom
hbar^2/(2 mu) = 16.85763 cm^-1 angstrom^2
V''(0) by finite difference = 320000 cm^-1/angstrom^2
B = we xe = 67.4305 cm^-1; second difference of grid levels = -134.8610 cm^-1
lam = 24.3558; lam - 1/2 = 23.8558; action at E = D over pi hbar = 24.3558
we = 3284.643 cm^-1 = 0.4072 eV; xe = 0.020529
bound states N = 24 (grid count 24), top level v = 23
v = 0: s = 23.8558, E formula = 1625.464, E grid = 1625.464 cm^-1
v = 1: s = 22.8558, E formula = 4775.247, E grid = 4775.247 cm^-1
v = 2: s = 21.8558, E formula = 7790.168, E grid = 7790.168 cm^-1
v = 5: s = 18.8558, E formula = 16025.766, E grid = 16025.766 cm^-1
v = 10: s = 13.8558, E formula = 27054.542, E grid = 27054.542 cm^-1
v = 22: s = 1.8558, E formula = 39767.779, E grid = 39767.779 cm^-1
v = 23: s = 0.8558, E formula = 39950.619, E grid = 39950.619 cm^-1
largest |formula - grid| over all bound levels = 8e-11 cm^-1
grid: 672 points, step 0.025 angstrom, x from -0.8 to 16.0 angstrom
zero-point energy = 1625.464 cm^-1 = 0.2015 eV; we/2 = 1642.322 cm^-1
fundamental = 3149.782 cm^-1 = 0.3905 eV
first overtone = 6164.704 cm^-1; last spacing = 182.840 cm^-1
D0 = 38374.536 cm^-1 = 4.7578 eV
we^2/(4 we xe) from three grid levels = 40000.00 cm^-1
top level binding = 49.381 cm^-1; decay length 1/(a s) = 0.5843 angstrom
spurious v = 24: s = -0.1442, formula E - D = -1.403 cm^-1
next grid level (box state): E - D = 0.776 cm^-1
at r = 0: V = 1.6328e+06 cm^-1, y0 = 359.93
wall shift of v = 0: 1.1e-89 cm^-1
wall shift of v = 23: 3.3e-79 cm^-1
done: every assertion held
```
